Directional emissivity of a semitransparent slab with incoherent internal reflections

Q: A hot sapphire window glows in the infrared, yet I can see through it. For an opaque body I would write emissivity = 1 − reflectance. What replaces that here, and what must I assume before the question has a definite answer?

A: Take a flat slab of thickness d with smooth parallel faces, at one temperature T, with vacuum on both sides. Fix the wavelength, the outside angle θ from the normal, and one linear polarization, s or p. The directional emissivity ε is the radiance leaving the slab in that direction and polarization, divided by the blackbody radiance B in the same polarization. B is half of the total blackbody radiance.

Three quantities describe the slab. The refractive index n sets the inside angle θ' by sinθ = n sinθ'. The power absorption coefficient α sets the transmittance of one internal pass, whose length is d/cosθ':

t = exp(−τ), τ = αd/cosθ'.

The power reflectance R of one face follows from the Fresnel equations:

R_s = [(cosθ − n cosθ')/(cosθ + n cosθ')]²

R_p = [(n cosθ − cosθ')/(n cosθ + cosθ')]².

I assume weak absorption over a wavelength, so that n may be treated as real at the faces. A face then reflects R and transmits 1 − R. Exchanging the two media changes only the sign of the reflected amplitude, so R is the same from inside. I also assume no scattering, no mixing of s and p inside the slab, a slab wide enough that its edges do not matter, and, for now, that intensities may be added without interference.

Q: What does the material emit along a ray? Inside a dielectric I am not sure that B is the right source.

A: It is n²B. To see this, follow a narrow beam through a face. Differentiating Snell's law gives cosθ dθ = n cosθ' dθ'. Multiplying the two sides by sinθ and n sinθ' respectively, and noting that refraction leaves the azimuth unchanged, gives

cosθ dΩ = n² cosθ' dΩ'.

Now imagine full equilibrium, with radiance B outside and I_eq inside. The power crossing a face must balance in each direction:

(1 − R) I_eq cosθ' dΩ' = (1 − R) B cosθ dΩ.

Hence I_eq = n²B. In equilibrium, emission per unit path replaces what is absorbed, so it equals αn²B. Local thermal equilibrium means that the matter emits at this same rate even when the radiation around it is not in equilibrium. Here α is the net coefficient, with stimulated emission already subtracted.

Along a path s the intensity I then obeys

dI/ds = −αI + αn²B.

The difference I − n²B decays as exp(−αs). After one full pass, an intensity I₀ has become

I = tI₀ + (1 − t)n²B.

Q: So each pass adds (1 − t)n²B. But light is reflected back and forth, and every pass also absorbs some of what earlier passes emitted. How do you keep count?

A: By requiring consistency. Let U be the intensity striking the upper face from inside, and D the intensity striking the lower face. The ray that arrives at the top began at the bottom as the reflected part RD, and the reverse holds for D:

U = (1 − t)n²B + tRD

D = (1 − t)n²B + tRU.

Subtracting gives (1 + tR)(U − D) = 0, so U = D. Putting D = U in the first line,

U = (1 − t)n²B/(1 − Rt).

The factor 1/(1 − Rt) is the sum 1 + Rt + R²t² + …, each term being light that has survived one more reflection and one more pass.

The part that escapes has outside radiance L, fixed by power conservation:

L cosθ dΩ = (1 − R)U cosθ' dΩ'.

The beam relation gives L = (1 − R)U/n². The factors n² cancel, and ε = L/B is

ε = (1 − R)(1 − t)/(1 − Rt).

Rays inside the slab beyond the critical angle are totally reflected. They correspond to no outside angle θ, and between smooth parallel faces they do not turn into rays that escape.

Q: Kirchhoff's law says that ε should equal the absorptance for a beam arriving from outside. Does it, or have you built it in?

A: The absorptance can be found without any thermal source. Send in unit power. A fraction 1 − R enters, and each further round trip multiplies the surviving power by R²t². The slab as a whole transmits

T_s = (1 − R)²t(1 + R²t² + …) = (1 − R)²t/(1 − R²t²).

Its reflectance is the first reflection plus the light that returns through the front:

R_s,slab = R + R(1 − R)²t²/(1 − R²t²).

Add the two, using 1 − R²t² = (1 − Rt)(1 + Rt):

R_s,slab + T_s = R + (1 − R)²t(1 + Rt)/(1 − R²t²)
= R + (1 − R)²t/(1 − Rt).

The absorptance is what remains:

A = (1 − R)[1 − (1 − R)t/(1 − Rt)]
= (1 − R)[1 − Rt − t + Rt]/(1 − Rt)
= (1 − R)(1 − t)/(1 − Rt).

This equals ε, as Kirchhoff's law requires. In these two slab quantities the subscript s stands for the slab, not for the polarization.

Q: My main objection is to adding intensities. The reflected waves come from the same incident wave, so they interfere. Why may you ignore that?

A: Let us keep the interference and see what averaging does. Let r be the real reflection amplitude from outside, with r² = R; from inside it is −r. The product of the entry and exit transmission amplitudes is 1 − R: each face passes the power fraction 1 − R in either direction, the flux factors for entry and exit are reciprocal, and both amplitudes are positive.

Let φ be the round-trip phase. One round trip inside multiplies the amplitude by R t e^{iφ}. Up to a phase, the transmitted amplitude is

a_T = (1 − R)√t/(1 − R t e^{iφ}),

and the reflected amplitude is

a_R = r − r(1 − R)t e^{iφ}/(1 − R t e^{iφ})
= r(1 − t e^{iφ})/(1 − R t e^{iφ}).

Write M = |1 − R t e^{iφ}|² = 1 + R²t² − 2Rt cosφ. The absorptance A(φ) = 1 − |a_R|² − |a_T|² satisfies

M A(φ) = M − R(1 + t² − 2t cosφ) − (1 − R)²t.

The cosine terms cancel, leaving

M A(φ) = 1 − R − Rt²(1 − R) − (1 − R)²t
= (1 − R)(1 − t + Rt − Rt²)
= (1 − R)(1 − t)(1 + Rt).

All the phase dependence is therefore in 1/M. With q = Rt, expand 1/(1 − q e^{iφ}) as the sum of q^m e^{imφ}. In the squared modulus, products of different m average to zero over a full period of φ, and the mean is 1 + q² + q⁴ + … = 1/(1 − q²). Hence

⟨A⟩ = (1 − R)(1 − t)(1 + Rt)/(1 − R²t²) = ε.

So "incoherent" means averaged uniformly over φ. It does not require the waves to lack a common origin.

The expression for A(φ) has one more limit: the slab must be many wavelengths thick, even when absorption is weak. Its relative error falls as λ/d. At normal incidence, with n = 1.62, α = 1.4 cm⁻¹ and λ = 5 µm, the error is up to about 2% for d = 5 µm and 0.004% for d = 2 mm, while a film much thinner than the wavelength absorbs about 1.4 times what the formula gives.

Q: Then a narrow spectrometer line could see something else. How much else, for an actual window?

A: Consider a 2 mm sapphire (Al₂O₃) window at 500 K, viewed at 5 µm, that is, at wavenumber ν = 2000 cm⁻¹. I use n = 1.62 and α = 1.4 cm⁻¹ at 500 K, both rough typical values. At normal incidence

R = (0.62/2.62)² = 0.0560

τ = 1.4 cm⁻¹ × 0.2 cm = 0.280, t = 0.7558

ε = 0.9440 × 0.2442/(1 − 0.0423) = 0.241.

The total blackbody radiance at this wavelength is 121 W m⁻² sr⁻¹ µm⁻¹, so the window emits about 29 in the same unit. Stopping after the first pass would give (1 − R)(1 − t) = 0.2305, which is 4.2% below the full ε. That fraction is Rt.

For the coherent slab, M is smallest at φ = 0 and largest at φ = π, so

A_max = (1 − R)(1 − t)(1 + Rt)/(1 − Rt)²

A_min = (1 − R)(1 − t)/(1 + Rt).

For this window these are 0.262 and 0.221. Since φ = 4πνnd cosθ', and if n is taken as constant over a fringe, the fringes repeat every

Δν = 1/(2nd cosθ') = 1.54 cm⁻¹

at normal incidence. If n varies with ν, the phase there grows at the rate dφ/dν = 4πd(n + ν dn/dν), so n + ν dn/dν replaces n in the period. In sapphire n rises with ν in this region: a room-temperature dispersion fit gives ν dn/dν ≈ 0.3, so the real period is near 1.3 cm⁻¹, about 15% shorter than this estimate. An instrument whose resolved width is much smaller than the period can see the fringes, if the window thickness and the viewing angle vary too little across its view to average them. At normal incidence the averaged formula can then be wrong by up to about 9% for this window, depending on the phase. At oblique view the error can be much larger where Rt is larger, since A_max exceeds ε by the fraction 2Rt/(1 − Rt).

With constant n, a flat detection band 10 cm⁻¹ wide holds N = 6.5 fringes. From the series above, A(φ)/ε = 1 + 2q cosφ + 2q² cos2φ + …. Averaging the first oscillating term over the band leaves at most 2q/(πN) ≈ 0.085/20.4, or 0.4% of ε. The largest residue found by moving the band across a fringe is 0.42%.

Q: You treated n as real at the faces, yet the slab absorbs. Does that spoil the result?

A: Not here. The imaginary part of the index is k = α/(4πν) = 5.6 × 10⁻⁵. Solving the electromagnetic boundary problem with the complex index n + ik, and averaging over one fringe with α held fixed, changes ε by no more than about 2 × 10⁻⁶ % of its value at 0°, 30°, 60° and 80° in both polarizations. A metal, with k comparable to n or larger, lies outside this approximation.

Q: My detector responds equally to both polarizations. May I put the average of R_s and R_p into the formula?

A: Not when s and p stay separate inside the slab, as assumed here. They do so in an isotropic material, and in sapphire cut with its optic axis normal to the faces. Then average the two emissivities:

ε_mean = (ε_s + ε_p)/2.

The direction of the error can be found from the slope with R:

∂ε/∂R = (1 − t)[−(1 − Rt) + t(1 − R)]/(1 − Rt)²
= −(1 − t)²/(1 − Rt)².

A second derivative gives −2t(1 − t)²/(1 − Rt)³, which is not positive. The curve ε(R) at fixed t is concave, so when s and p share the same t, averaging R first can only raise the answer or leave it unchanged. The angular values given here take the absorption to be the same in all directions. In sapphire cut normal to the axis, the p wave also samples the absorption along the axis; if that were 10% larger, the formula with averaged R and the s-wave t would lie about 1% below the true mean at 60°.

At 80° the window has R_s = 0.581, R_p = 0.227 and t = 0.703. This gives ε_s = 0.211 and ε_p = 0.273, with mean 0.242. Averaging R first gives 0.247, about 2% too high. At normal incidence the two polarizations coincide and there is no error.

Q: Why does the mean emissivity not simply fall with angle, as the reflectance grows?

A: Because the internal path also grows. The mean is 0.241 at 0°, 0.251 at 30°, 0.272 at 60° and 0.242 at 80°. The longer path lowers t, and the slope

∂ε/∂t = (1 − R)[−(1 − Rt) + R(1 − t)]/(1 − Rt)²
= −(1 − R)²/(1 − Rt)²

shows that a lower t raises ε. Growing reflectance works the other way and wins near grazing angles. At Brewster's angle, 58.3°, R_p = 0 and the p emissivity is simply 1 − t = 0.280.

For the power sent into the whole hemisphere at this wavelength, each direction is weighted by its projected solid angle:

ε_h = ∫₀^{π/2} ε_mean(θ) 2 sinθ cosθ dθ = 0.2575.

This is about 7% above the normal value. It is still a value at one wavelength, not a total emissivity.

Q: Does the formula return to what I know for an opaque body? And what happens when the slab is very thin?

A: For t → 0 it gives ε = 1 − R, which would be 0.944 at normal incidence. For small τ, expand both factors:

1 − t = τ − τ²/2 + …

1 − Rt = (1 − R)[1 + Rτ/(1 − R) + …].

The factor 1 − R cancels, and

ε = τ − τ²/2 − Rτ²/(1 − R) + …
= τ − τ²(1 + R)/[2(1 − R)] + ….

At first order R has gone. A more reflecting face lets less light out at each encounter, but the trapped light builds up by 1/(1 − R), which compensates. This needs both τ ≪ 1 and Rτ/(1 − R) ≪ 1: the light must escape before it is reabsorbed. "Thin" refers here to absorption; the fringe average is still assumed. For our τ = 0.28 the two-term series gives 0.236, about 2% low.

Q: What if the two faces differ, say with a mirror behind the slab?

A: Then U and D differ. With R₁ at the viewed face and R₂ at the back,

U = (1 − t)n²B + tR₂D, D = (1 − t)n²B + tR₁U.

Eliminating D gives U(1 − R₁R₂t²) = (1 − t)(1 + R₂t)n²B, and so

ε₁ = (1 − R₁)(1 − t)(1 + R₂t)/(1 − R₁R₂t²).

For R₁ = R₂ = R this reduces to the earlier result. For an ideal mirror, R₂ = 1, it becomes (1 − R₁)(1 − t²)/(1 − R₁t²): the same formula with t replaced by t², as if the slab were twice as thick. A real mirror that absorbs would add emission of its own.

Q: Now the practical question. Which of your assumptions would hurt most with a real sapphire window?

A: For the fringe-averaged emissivity, the value of α matters most among the effects sized here. Raising it by 10% raises ε by 8.4%. The same relative change in the absorption along the optic axis alone matters less in a window cut with that axis normal to the faces. At normal view the field has no component along the axis, so absorption along it has no effect.

Temperature enters the same way. Suppose that absorption at 5 µm creates three equal phonons, each with a third of the photon energy and mean occupation N_p. Creation has weight (1 + N_p)³ and the reverse process N_p³, so net absorption scales as (1 + N_p)³ − N_p³. With the coupling and phonon energies held fixed, α is then 1.42 times larger at 500 K than at 300 K. Using the 300 K coefficient for the hot window would give ε = 0.1775, which is 26% too low. This is a model estimate, not a measurement.

The other material effects sized here are smaller, provided that the window is cut with its optic axis normal to the faces. Lowering n equally in all directions by a rough birefringence of 0.01 changes ε_p at 60° by 0.2%. Birefringence really changes only the index along the axis; lowering that index alone by 0.01, at the same α, raises ε_p at 60° by about 0.4%. In other cuts s and p can mix, even at normal view, and the separate values of ε_s and ε_p given above need not hold. If α falls by a factor e over a rough 200 cm⁻¹, its variation inside the 10 cm⁻¹ band changes ε by about 0.01%. Surface and bulk scattering are not included.

Q: And the single temperature? One face may be losing heat to the room.

A: Suppose that all the heat lost at the viewed face crosses the slab. With a rough convection coefficient of 10 W m⁻² K⁻¹ and a face that radiates as a blackbody to 300 K, the flux is about 5100 W m⁻². For a rough conductivity of 20 W m⁻¹ K⁻¹ the temperature drop is

5085 × 0.002/20 = 0.51 K.

With the viewed face held at 500 K and the back warmer by this amount, the emitted radiance rises by 0.3%.

Q: If I point a detector at the window, do I then read εB?

A: You also receive light from the surroundings, reflected and transmitted by the window. If they are black at 300 K on both sides, the signal is

L = εB(500 K) + (1 − ε)B(300 K),

because the slab's reflectance and transmittance, 0.085 and 0.675, add up to 1 − ε. The second term is 6.8% of the first. It leaves ε unchanged but must be subtracted from the reading. A hot object behind the window would contribute through the transmittance and could matter far more.

At oblique view, also check the width of the window. At 60° a round trip moves the ray sideways by 2d tanθ' = 2.5 mm, and a fraction Rt = 0.155 of the s-polarized emission has been reflected inside at least once. The wide-slab assumption is reasonable when the viewed spot lies many such shifts from the edge. The numerical output below lists the values for this window.

Calculated quantities

```
INPUTS (material values rough)
refractive index n = 1.62
absorption coefficient at 500 K = 1.40 cm^-1
thickness = 2.0 mm; wavelength = 5.0 um
slab T = 500 K; surroundings T = 300 K
extinction index k = 5.57e-05
ANGULAR RESULTS (angle in deg, others dimensionless)
angle   R_s    R_p    t      eps_s  eps_p  mean   from mean R
  0.0  0.0560 0.0560 0.7558 0.2407 0.2407 0.2407 0.2407
 30.0  0.0786 0.0368 0.7450 0.2496 0.2525 0.2511 0.2511
 58.3  0.2009 0.0000 0.7196 0.2619 0.2804 0.2712 0.2719
 60.0  0.2162 0.0005 0.7180 0.2617 0.2820 0.2718 0.2727
 80.0  0.5808 0.2273 0.7028 0.2105 0.2733 0.2419 0.2473
NORMAL VIEW
optical thickness tau = 0.2800
slab reflectance = 0.0846
slab transmittance = 0.6747
emissivity = 0.2407
without internal reflections = 0.2305
error of that = -4.23 %
opaque limit 1-R = 0.9440
thin-slab series to tau^2 = 0.2361
spectral hemispherical emissivity = 0.2575
blackbody radiance = 121.07 W m^-2 sr^-1 um^-1
slab radiance = 29.15 W m^-2 sr^-1 um^-1
NEGLECTED EFFECTS (normal view unless stated)
fringe period = 1.543 cm^-1
coherent emissivity: min 0.2212, max 0.2620
detection band = 10 cm^-1
largest fringe residue in band = 0.42 %
finite-k error, largest of 4 angles = 1.1e-06 %
three-phonon alpha(500 K)/alpha(300 K) = 1.416
emissivity with 300 K alpha = 0.1775
error from using 300 K alpha = -26.3 %
change for alpha +10 % = 8.41 %
rough birefringence = 0.01
its effect on eps_p at 60 deg = 0.209 %
rough 1/e width of absorption edge = 200 cm^-1
effect of edge within band = 0.006 %
rough thermal conductivity = 20 W m^-1 K^-1
rough convection coefficient = 10 W m^-2 K^-1
heat flux, black-face estimate = 5085 W m^-2
temperature drop through slab = 0.51 K
its effect on radiance = 0.28 %
surroundings/slab emission signal = 6.78 %
round-trip side shift at 60 deg = 2.53 mm
s emission after reflection, 60 deg = 15.52 %
```
